\section*{Does a nonlocal density functional give molecules an orientation-dependent C6?}

\section{The argument under review}

The argument concerns two N$_2$ molecules and runs as follows. The functionals vdW-DF and VV10 compute dispersion from the actual electron density, without assigning coefficients to atoms. The density of N$_2$ is elongated, so the $R^{-6}$ coefficient must depend on how the molecules are turned. As evidence, the VV10 interaction at a centre-to-centre distance of $10$ bohr is $1.67$ times as strong for the collinear pair as for the side-by-side pair. The polarizability of N$_2$ is also larger along the axis than across it, so the result seems physically right.

The number is correct when the overlap of the two densities is neglected, as it is below; evaluating the functional on the sum of the two frozen densities raises it to about $1.73$--$1.74$ at this distance in the aug-cc-pVDZ basis used below, and to about $1.78$ in aug-cc-pVTZ. The question is whether it says anything about $C_6$. An energy ratio at one distance cannot separate an anisotropic $R^{-6}$ coefficient from higher terms, so the coefficient has to be derived.

Hartree atomic units are used. The vector $R\mathbf n$ runs from the centre of A to that of B, and $\mathbf r$ and $\mathbf r'$ are measured from the respective centres. The monomers are closed-shell, their densities are frozen, and their overlap is neglected. The quantity examined is the intermolecular part of the nonlocal correlation energy; other parts of the total energy are taken up at the end.

\section{What the kernels know about direction}

Both functionals contain the double integral $\frac12\iint n(\mathbf r)\,\Phi\,n(\mathbf r')$. With one point in A and the other in B, the two orderings contribute equally and cancel the factor $\frac12$:
\begin{equation}
E=\int_A\!\!\int_B n(\mathbf r)\,\Phi\,n(\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad
s=|R\mathbf n+\boldsymbol\rho|,\quad \boldsymbol\rho=\mathbf r'-\mathbf r .
\end{equation}
Here $s$ is the distance between the two density elements. In VV10,
\begin{equation}
\Phi=-\frac{3}{2gg'(g+g')},\quad g=\omega s^2+\kappa,\quad
\omega^2=C\left|\frac{\nabla n}{n}\right|^4+\frac{4\pi n}{3},
\end{equation}
where $C$ is a fixed parameter and $\kappa$ is a function of the local density. The gradient enters through its length; its direction is discarded.

In vdW-DF the kernel depends on $d=q_0s$ and $d'=q_0's$, where $q_0$ is a function of $n$ and $|\nabla n|$:
\begin{equation}
\Phi=\frac{2}{\pi^2}\int_0^\infty\!\!\int_0^\infty a^2b^2\,W(a,b)\,T\,da\,db ,
\end{equation}
\begin{align}
a^2b^2W=\frac{2}{ab}\big[&(3-a^2)b\cos b\sin a+(3-b^2)a\cos a\sin b\nonumber\\
&+(a^2+b^2-3)\sin a\sin b-3ab\cos a\cos b\big].
\end{align}
With $w=\nu(a)$, $x=\nu(b)$, $y=\nu'(a)$, $z=\nu'(b)$,
\begin{equation}
T=\frac12\left[\frac1{w+x}+\frac1{y+z}\right]\left[\frac1{(w+y)(x+z)}+\frac1{(w+z)(y+x)}\right],
\end{equation}
where $\nu(a)=a^2/\{2[1-e^{-\gamma a^2/d^2}]\}$, $\gamma=4\pi/9$, and $\nu'$ has $d'$ in place of $d$.

For large $d$ and $d'$, $T$ varies slowly compared with the sines and cosines. To leading order it may be replaced by its value at $a=b=0$, where it acts as a smooth cutoff for the oscillating integrals. There $w=x=A=d^2/(2\gamma)$ and $y=z=B=d'^2/(2\gamma)$, so
\begin{equation}
T_0=\frac12\,\frac{A+B}{2AB}\,\frac{2}{(A+B)^2}=\frac{1}{2AB(A+B)} .
\end{equation}
With a smooth cutoff, $\int_0^\infty\sin a\,da/a=\pi/2$, while $\int_0^\infty\cos a\,da$ and $\int_0^\infty a\sin a\,da$ vanish. Every term of $a^2b^2W$ then integrates to zero except $-6\sin a\sin b/(ab)$, which gives $-6(\pi/2)^2=-3\pi^2/2$. Multiplication by $2/\pi^2$ gives $-3$, hence
\begin{equation}
\Phi\to-\frac{3}{2AB(A+B)}=-\frac{3}{2s^6\,\omega\omega'(\omega+\omega')},\qquad \omega=\frac{q_0^2}{2\gamma}=\frac{9q_0^2}{8\pi}.
\end{equation}
This is the VV10 form with $\kappa=0$. Numerical integration of the full kernel at $d=d'=10$, with a smooth cutoff, agrees with this tail to within about $0.1\%$.

\section{The coefficient of $R^{-6}$}

Define $w_6=3/[2\omega\omega'(\omega+\omega')]$. At large $R$ one may set $s\to R$ and drop $\kappa$ beside $\omega s^2$, so $E\to-C_6/R^6$ with
\begin{equation}
C_6=\int_A\!\!\int_B n(\mathbf r)\,n(\mathbf r')\,w_6\,d\mathbf r\,d\mathbf r' .\label{c6}
\end{equation}
The vector $\mathbf n$ has disappeared. Turning B carries each density element to a new place with its $n$ and $\omega$ unchanged, and the integral does not record the place. For both functionals $C_6$ is therefore the same for every orientation, whatever the shape of the density.

The physical reason appears when the weight is written as a frequency integral. For $\omega\ne\omega'$, partial fractions give
\begin{align}
\int_0^\infty\!\frac{du}{(\omega^2+u^2)(\omega'^2+u^2)}
&=\frac{1}{\omega'^2-\omega^2}\int_0^\infty\!\left[\frac1{\omega^2+u^2}-\frac1{\omega'^2+u^2}\right]du\nonumber\\
&=\frac{1}{\omega'^2-\omega^2}\,\frac{\pi}{2}\left[\frac1\omega-\frac1{\omega'}\right]
=\frac{\pi}{2\omega\omega'(\omega+\omega')},\label{freq}
\end{align}
and the case $\omega=\omega'$ follows by continuity. Therefore
\begin{equation}
C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du,\qquad
\alpha(iu)=\int\frac{n(\mathbf r)}{\omega(\mathbf r)^2+u^2}\,d\mathbf r .
\end{equation}
Each density element responds to a field equally in all directions, and the molecular response is the plain sum of these scalars. The density is anisotropic, but the dipole response built from it is not.

A small model shows one thing this sum leaves out. Let two points of scalar polarizability $a$ lie a distance $b$ apart, with $2a<b^3$, and let each feel the dipole field of the other. In a field $F$ along the axis, $p=a(F+2p/b^3)$; across it, $p=a(F-p/b^3)$. The total polarizabilities are
\begin{equation}
\alpha_\parallel=\frac{2a}{1-2a/b^3},\qquad \alpha_\perp=\frac{2a}{1+a/b^3}.
\end{equation}
Scalar parts can thus form an anisotropic whole if they act on one another. In the sum above they do not.

\section{Where orientation does enter}

The distance $s$ still depends on where the density elements sit. From $s^2=R^2(1+x)$ with $x=2\mathbf n\cdot\boldsymbol\rho/R+\rho^2/R^2$, and $(1+x)^{-3}=1-3x+6x^2-\dots$,
\begin{equation}
\frac1{s^6}=\frac1{R^6}\left[1-\frac{6\,\mathbf n\cdot\boldsymbol\rho}{R}+\frac{24(\mathbf n\cdot\boldsymbol\rho)^2-3\rho^2}{R^2}+\dots\right].
\end{equation}
For VV10 there is also $\kappa$. Since $g=s^2(\omega+\kappa/s^2)$, it shifts $\omega$ by $\kappa/s^2$. To first order this replaces $w_6$ by $w_6+(\kappa\,\partial_\omega w_6+\kappa'\partial_{\omega'}w_6)/s^2$. Both derivatives are negative, so the attraction is reduced. Let $\langle f\rangle$ be the average of $f$ with weight $n\,n'w_6/C_6$, and write $E=-C_6/R^6-C_7/R^7-C_8/R^8-\dots$. Then
\begin{align}
C_7&=6C_6\langle\mathbf n\cdot(\mathbf r-\mathbf r')\rangle,\label{c7}\\
C_8&=C_6\langle24(\mathbf n\cdot\boldsymbol\rho)^2-3\rho^2\rangle-K,\label{c8}\\
K&=-\int_A\!\!\int_B n\,n'(\kappa\,\partial_\omega w_6+\kappa'\partial_{\omega'}w_6)\,d\mathbf r\,d\mathbf r'\ge0 .
\end{align}
The term $K$ has no direction.

For centrosymmetric molecules with origins at their inversion centres, the averages of $\mathbf r$, $\mathbf r'$ and $r_ir_j'$ vanish, because inverting one molecule leaves the weight unchanged. Hence $C_7=0$, and the orientation dependence starts no earlier than $R^{-8}$, through $24C_6\langle(\mathbf n\cdot\mathbf r)^2+(\mathbf n\cdot\mathbf r')^2\rangle$. Relative to the leading term it dies out as $R^{-2}$. If the second moments of both molecules are isotropic, as for cubic symmetry, this term has no direction either and the dependence starts at still higher order.

For a molecule without inversion symmetry and an arbitrarily chosen origin, it generally starts at $R^{-7}$. For CO with N$_2$, with the origin of CO at the bond midpoint and N$_2$ on the oxygen side, VV10 on Hartree--Fock densities in the aug-cc-pVDZ basis gives $C_6=91.25$ and $C_7=-157.4$ (about $90.0$ and $-157.0$ in aug-cc-pVTZ, with the same centre to the digits given next). By (\ref{c7}), the mean position of the response in CO is
\begin{equation}
\langle z\rangle=\frac{C_7}{6C_6}=\frac{-157.4}{6\times91.25}=-0.29\ \text{bohr},
\end{equation}
which lies towards carbon. Moving the origin there makes $\langle\mathbf r\rangle=0$ and removes the $R^{-7}$ term. This term therefore reflects the choice of centre. The best centre depends on the partner, since $w_6$ contains $\omega'$.

\section{The evidence at 10 bohr, re-examined}

The N$_2$ pair was computed with Hartree--Fock densities (bond length $2.08$ bohr, aug-cc-pVDZ basis), and the VV10 kernel was summed directly over both densities. The energy ratio, collinear to side by side, is

\begin{center}
\begin{tabular}{lcccc}
$R$ (bohr) & 10 & 20 & 80 & 160\\
ratio & 1.665 & 1.146 & 1.0085 & 1.0021
\end{tabular}
\end{center}

If $C_6$ differed between these two orientations, the ratio would not tend to one at large $R$. Here the excess over one, multiplied by $R^2$, settles at $54.0$ bohr$^2$. The coefficients $C_8=4403$ (collinear) and $-491$ (side by side), with $C_6=90.63$, predict
\begin{equation}
\frac{4403-(-491)}{90.63}=54.0\ \text{bohr}^2 .
\end{equation}
A test that does not use (\ref{c6}) is to eliminate the $R^{-2}$ term from $f(R)=-R^6E$ at $R_1=80$ and $R_2=160$ bohr:
\begin{equation}
C_6\simeq\frac{R_2^2f(R_2)-R_1^2f(R_1)}{R_2^2-R_1^2}.
\end{equation}
The collinear, side-by-side and T-shaped pairs all give $90.70$. The finer integration grid used for the coefficients gives $90.63$, or $54.15$ eV\,\AA$^6$; the small difference is quadrature error. A finer grid moves the ratio at $10$ bohr to $1.666$. The basis matters more: aug-cc-pVTZ gives $C_6=89.2$, $C_8\approx4320$ and $-510$, a difference over $C_6$ of $54.2$ bohr$^2$, and a ratio of $1.68$ at $10$ bohr. The digits quoted here therefore belong to the aug-cc-pVDZ density.

At $10$ bohr the first two terms give $90.63+44.03=134.66$ for the collinear pair and $90.63-4.91=85.72$ for the side-by-side pair, a ratio of $1.57$. The directly summed $1.67$ includes still higher terms. The quoted evidence is thus an effect of the finite extent of the molecules.

The origin of the negative $C_8$ of the side-by-side pair can be found by separating the geometric part from $K$. With the molecular axis along $z$ and $\mathbf n$ along $x$, (\ref{c8}) gives
\begin{equation}
\frac{C_8}{C_6}=48\langle x^2\rangle-6(2\langle x^2\rangle+\langle z^2\rangle)-\frac K{C_6}
=36\langle x^2\rangle-6\langle z^2\rangle-\frac K{C_6}.
\end{equation}
The difference of the two $C_8$ values fixes $\langle z^2\rangle-\langle x^2\rangle=54.0/48=1.125$ bohr$^2$. The geometric part is therefore $30\langle x^2\rangle-6.75$, which is negative only if $\langle x^2\rangle<0.225$ bohr$^2$. The full value is $-491/90.63=-5.4$, so $K/C_6=30\langle x^2\rangle-1.3$. Evaluating the averages directly gives $\langle x^2\rangle=1.26$ bohr$^2$, far above $0.225$. The geometric part is then $+30.9$ bohr$^2$ and $K/C_6=36.3$ bohr$^2$, so the negative sign comes from the short-range parameter $\kappa$. In aug-cc-pVTZ the three values are $1.24$, $+30.4$ and $36.1$ bohr$^2$.

With vdW-DF, $C_6=82.7$ ($81.4$ in aug-cc-pVTZ), and the energy ratio at $160$ bohr is $1.0026$. That sum uses the kernel tail, which is justified there: the smallest $q_0$ is $0.80$ bohr$^{-1}$ in the aug-cc-pVDZ density, so $d$ is above $100$.

\section{What second-order theory gives instead}

Let $\mathbf p_A$ and $\mathbf p_B$ be the dipole operators and $\mathsf T=3\mathbf n\mathbf n-\mathsf 1$. The dipole coupling is $-\mathbf p_A\cdot\mathsf T\cdot\mathbf p_B/R^3$. With both molecules excited, to states $a$ and $b$ with excitation energies $\epsilon_a$ and $\epsilon_b$, second-order perturbation theory gives
\begin{equation}
C_6(\mathbf n)=\sum_{ab}\frac{|\mathbf p_{0a}\cdot\mathsf T\cdot\mathbf p_{0b}|^2}{\epsilon_a+\epsilon_b}.
\end{equation}
Multiplying (\ref{freq}) by $2\epsilon_a\epsilon_b/\pi$ turns $1/(\epsilon_a+\epsilon_b)$ into $\frac2\pi\int_0^\infty\epsilon_a\epsilon_b\,du/[(\epsilon_a^2+u^2)(\epsilon_b^2+u^2)]$. For real states, $\alpha_{ij}(iu)=\sum_a2\epsilon_a(p_i)_{0a}(p_j)_{0a}/(\epsilon_a^2+u^2)$. The two factors of 2 in the polarizabilities leave $\frac2\pi\cdot\frac14$:
\begin{equation}
C_6(\mathbf n)=\frac1{2\pi}\int_0^\infty\mathrm{Tr}\,[\alpha_A\mathsf T\alpha_B\mathsf T]\,du .\label{tensor}
\end{equation}
If both polarizabilities are scalars, $\mathrm{Tr}\,\mathsf T^2=\mathrm{Tr}(3\mathbf n\mathbf n+\mathsf 1)=6$ restores the factor $3/\pi$ and the isotropic result. For two identical linear molecules the trace is
\begin{equation}
4\alpha_\parallel^2+2\alpha_\perp^2\ \text{(collinear)},\qquad
\alpha_\parallel^2+5\alpha_\perp^2\ \text{(side by side)} .
\end{equation}

Time-dependent Hartree--Fock gives static values $\alpha_\parallel=14.9$ and $\alpha_\perp=9.5$ for N$_2$. Integrated over frequency, $C_6$ is $92.4$ collinear, $74.4$ T-shaped and $64.8$ side by side. The ratio of the first to the last is $1.43$, and it survives at arbitrarily large $R$ within this nonretarded treatment. These values omit electron correlation in the monomers and use a finite basis (aug-cc-pVTZ gives $\alpha_\parallel=15.1$, $\alpha_\perp=9.8$, $C_6=94.0$, $75.9$ and $66.2$, and a ratio of $1.42$); they serve to show the anisotropy, not to rank the functionals.

Benzene behaves in the same way. The values for it are computed in a small basis, 6-31G with one diffuse $d$ shell on carbon. For VV10, (\ref{c6}) gives $C_6\approx1780$, by construction the same for every orientation, and at $200$ bohr the directly summed energies of the face-to-face and the coplanar pair differ by $0.5\%$. Time-dependent Hartree--Fock, with the carbon $1s$ orbitals frozen, gives about $1190$ face to face and $1860$ coplanar, a ratio of $1.57$. Adding diffuse $s$ and $p$ functions on carbon raises the VV10 coefficient by about $4\%$ and lowers this ratio to about $1.5$ (about $1320$ face to face and $1970$ coplanar), so the benzene values show the anisotropy but are not converged.

In both molecules the VV10 anisotropy has the same sign as the tensor result, because the direction of larger extent is also the direction of larger polarizability. Agreement in sign at one distance therefore cannot tell the two mechanisms apart. The dependence on distance can.

\section{How far the correction reaches}

The result does not make the total density-functional energy isotropic at order $R^{-6}$. If A has a dipole moment $\boldsymbol\mu$ at angle $\theta$ to $\mathbf n$, its field at B is $\mathbf F=[3\mathbf n(\mathbf n\cdot\boldsymbol\mu)-\boldsymbol\mu]/R^3$. Then $F^2=\mu^2(9\cos^2\theta-6\cos^2\theta+1)/R^6$, and for a partner of scalar polarizability $\alpha$ the induction energy is
\begin{equation}
-\frac12\alpha F^2=-\frac{\alpha\mu^2(1+3\cos^2\theta)}{2R^6}.
\end{equation}
This depends on orientation at order $R^{-6}$, but it is induction, and it arises when the frozen densities are allowed to relax. For N$_2$ and benzene the leading field is that of a quadrupole, of order $R^{-4}$, so the corresponding energy starts at $R^{-8}$. The direct quadrupole--quadrupole energy, of order $R^{-5}$, is also anisotropic and must be separated out before a total energy is used to extract $C_6$.

The claim in the argument should accordingly be replaced by a narrower one: at $10$ bohr the VV10 energy of the N$_2$ pair depends strongly on orientation, through terms beyond $R^{-6}$. The numerical output below lists the coefficients and the energy ratios, computed with overlap neglected, on which this assessment rests.

\section*{Table of computed values}
\begin{verbatim}
vdW-DF kernel / its tail, (d,d')=(10,10),(10,15): 0.99981 0.99987
N2 bond length: 2.08 bohr; basis aug-cc-pVDZ
N2-N2 VV10 C6, fine grid: 90.63 a.u. = 54.15 eV A^6
N2-N2 VV10 C6, grid of the double sums: 90.70 a.u.
N2-N2 VV10 collinear: extrapolated C6 90.702, C8 (fine grid) 4403 a.u.
N2-N2 VV10 side by side: extrapolated C6 90.703, C8 (fine grid) -491 a.u.
N2-N2 VV10 T-shaped: extrapolated C6 90.703, C8 (fine grid) 1956 a.u.
N2-N2 VV10 energy ratio collinear/side by side, R= 10 bohr: 1.66534
N2-N2 VV10 energy ratio collinear/side by side, R= 20 bohr: 1.14590
N2-N2 VV10 energy ratio collinear/side by side, R= 80 bohr: 1.00847
N2-N2 VV10 energy ratio collinear/side by side, R=160 bohr: 1.00211
N2-N2 VV10 (ratio-1)*R^2 at 160 bohr: 54.02; from C8/C6: 53.95 bohr^2
N2 smallest q0 in vdW-DF: 0.804 1/bohr
N2-N2 vdW-DF C6, fine grid: 82.69 a.u.
N2-N2 vdW-DF energy ratio collinear/side by side, R=160 bohr: 1.00255
N2 TDHF static alpha, along / across axis: 14.94 / 9.54 a.u.
N2-N2 TDHF C6 collinear: 92.41 a.u.
N2-N2 TDHF C6 side by side: 64.84 a.u.
N2-N2 TDHF C6 T-shaped: 74.38 a.u.
N2-N2 TDHF C6 orientation average: 71.76 a.u.
N2-N2 TDHF C6 ratio collinear/side by side: 1.4253
CO bond length: 2.13 bohr; C at -z, O at +z, origin at midpoint
CO-N2 VV10 C6: 91.25 a.u.; C7 with N2 on the O side: -157.41 a.u.
CO dispersion centre towards N2, z: -0.2875 bohr
Benzene ring radii C, H: 2.64, 4.69 bohr; 6-31G + d(0.15) on C
Benzene pair VV10 face to face: C6 1783.5, C8 -87435 a.u. (fine grid)
Benzene pair VV10 coplanar: C6 1783.5, C8 292979 a.u. (fine grid)
Benzene VV10 energy ratio coplanar/face to face, R=200 bohr: 1.00535
Benzene TDHF static alpha (C 1s frozen), in / out of plane: 74.66 / 37.69 a.u.
Benzene pair TDHF C6 face to face / coplanar: 1186.9 / 1858.0 a.u.
Benzene pair TDHF C6 ratio coplanar/face to face: 1.5655
\end{verbatim}
